# Orthogonality of left- and right-incident scattering states from unitarity of S: a numerical check

```python
"""
Result under test: for H = -(1/2) d2/dx2 + V(x), V real and zero outside a
finite interval, the left-incident states phi_k and right-incident states
chi_k satisfy  <phi_k|chi_k'> = pi * C(k,k) * delta(k-k') = 0, where
    C(k,k') = conj(r(k)) t'(k') + conj(t(k)) r'(k')
and C(k,k) is the off-diagonal element of S^dagger S, S = [[r, t'], [t, r']].
phi_k: exp(ikx) + r exp(-ikx) on the left,  t exp(ikx) on the right.
chi_k: t' exp(-ikx) on the left,  exp(-ikx) + r' exp(ikx) on the right.
Hartree atomic units. The barrier has two layers, [-2,0] and [0,2] bohr.
"""
import numpy as np
from scipy.integrate import simpson, solve_ivp

EDGE = 2.0                       # half width of the barrier, bohr
REAL = (0.6, 0.3)                # layer heights, hartree
ABSORBING = (0.6 - 0.1j, 0.3)    # same barrier with loss in the first layer


def propagate(psi, dpsi, k, height, distance):
    """Carry (psi, dpsi/dx) through a constant potential."""
    q = np.sqrt(k**2 - 2 * height + 0j)
    c, s = np.cos(q * distance), np.sin(q * distance) / q
    return c * psi + s * dpsi, -q**2 * s * psi + c * dpsi


def scattering(k, heights):
    """Return r, t, r', t' from two separate matching calculations."""
    edge_phase = np.exp(1j * k * EDGE)
    psi, dpsi = edge_phase, 1j * k * edge_phase
    for height in reversed(heights):
        psi, dpsi = propagate(psi, dpsi, k, height, -EDGE)
    incoming = 0.5 * (psi + dpsi / (1j * k)) * edge_phase
    outgoing = 0.5 * (psi - dpsi / (1j * k)) / edge_phase
    r, t = outgoing / incoming, 1 / incoming
    psi, dpsi = edge_phase, -1j * k * edge_phase
    for height in heights:
        psi, dpsi = propagate(psi, dpsi, k, height, EDGE)
    incoming = 0.5 * (psi - dpsi / (1j * k)) * edge_phase
    outgoing = 0.5 * (psi + dpsi / (1j * k)) / edge_phase
    return r, t, outgoing / incoming, 1 / incoming


def waves(k, x, heights):
    """phi_k(x) and chi_k(x) as arrays with shape (number of k, number of x)."""
    k = np.atleast_1d(k)[:, None]
    r, t, rp, tp = scattering(k, heights)
    e = np.exp(1j * k * x)
    phi = np.where(x < 0, e + r / e, t * e)
    chi = np.where(x < 0, tp / e, 1 / e + rp * e)
    first = (x > -EDGE) & (x < 0)
    second = (x >= 0) & (x < EDGE)
    phase = np.exp(1j * k * EDGE)
    phi_edge = (t * phase, 1j * k * t * phase)
    chi_edge = (tp * phase, -1j * k * tp * phase)
    phi_mid = propagate(*phi_edge, k, heights[1], -EDGE)
    chi_mid = propagate(*chi_edge, k, heights[0], EDGE)
    phi[:, second] = propagate(*phi_edge, k, heights[1], x[second] - EDGE)[0]
    phi[:, first] = propagate(*phi_mid, k, heights[0], x[first])[0]
    chi[:, first] = propagate(*chi_edge, k, heights[0], x[first] + EDGE)[0]
    chi[:, second] = propagate(*chi_mid, k, heights[1], x[second])[0]
    return phi, chi


def integrate(k1, k2, a, b, heights, pair=(0, 1)):
    """Quadrature of conj(state1) * state2 on [a, b]; 0 is phi, 1 is chi."""
    x = np.linspace(a, b, 2 * int(np.ceil((b - a) / 0.02)) + 1)
    one = waves(k1, x, heights)[pair[0]][0]
    two = waves(k2, x, heights)[pair[1]][0]
    return simpson(np.conj(one) * two, x=x)


def box_parts(k1, k2, L, heights, pair=(0, 1)):
    """Contributions of left lead, barrier and right lead to the box overlap."""
    left = integrate(k1, k2, -L, -EDGE, heights, pair)
    middle = (integrate(k1, k2, -EDGE, 0.0, heights, pair)
              + integrate(k1, k2, 0.0, EDGE, heights, pair))
    right = integrate(k1, k2, EDGE, L, heights, pair)
    return np.array([left, middle, right])


def cross(k1, k2, heights):
    """C(k1, k2); at k1 = k2 it is the off-diagonal element of S^dagger S."""
    r, t, _, _ = scattering(k1, heights)
    _, _, rp, tp = scattering(k2, heights)
    return np.conj(r) * tp + np.conj(t) * rp


# ---- scattering matrix, checked by direct integration of the equation
k = 1.0
r, t, rp, tp = scattering(k, REAL)
S = np.array([[r, tp], [t, rp]])
y = np.array([np.exp(1j * k * EDGE), 1j * k * np.exp(1j * k * EDGE)])
for height, start in ((REAL[1], EDGE), (REAL[0], 0.0)):
    sol = solve_ivp(lambda x, u, h=height: [u[1], 2 * (h - k**2 / 2) * u[0]],
                    (start, start - EDGE), y, rtol=1e-11, atol=1e-12)
    y = sol.y[:, -1]
ode_in = 0.5 * (y[0] + y[1] / (1j * k)) * np.exp(1j * k * EDGE)
ode_out = 0.5 * (y[0] - y[1] / (1j * k)) * np.exp(-1j * k * EDGE)
assert abs(1 / ode_in - t) < 1e-8 and abs(ode_out / ode_in - r) < 1e-8
assert np.allclose(S.conj().T @ S, np.eye(2), atol=1e-12)
assert abs(t - tp) < 1e-12
assert abs(np.conj(r) * tp) > 0.05      # the cancelling terms are not small
phase_sum = abs(np.angle(r * rp / (t * tp))) / np.pi
assert abs(phase_sum - 1) < 1e-10
print(f"layer heights: {REAL[0]}, {REAL[1]} hartree; each {EDGE} bohr wide")
print(f"k = {k} 1/bohr, E = {k**2 / 2} hartree")
print(f"r  = {r:.6f}")
print(f"t  = {t:.6f}")
print(f"r' = {rp:.6f}")
print(f"t' = {tp:.6f}")
print(f"R = {abs(r)**2:.6f}, T = {abs(t)**2:.6f}")
print(f"conj(r) t' = {np.conj(r) * tp:.6f}")
print(f"conj(t) r' = {np.conj(t) * rp:.6f}")
print(f"|sum of the two| = {abs(cross(k, k, REAL)):.1e}")
print(f"|arg(r r'/(t t'))| / pi = {phase_sum:.6f}")

# ---- overlap in a box at two different energies
k2, L = 1.1, 30.0
C12 = cross(k, k2, REAL)
tp2 = scattering(k2, REAL)[3]
formula = (1j * (np.conj(t) * np.exp(-1j * (k + k2) * L)
                 - tp2 * np.exp(1j * (k + k2) * L)) / (k + k2)
           - 1j * np.exp(1j * (k2 - k) * L) * C12 / (k2 - k))
numeric = box_parts(k, k2, L, REAL).sum()
assert abs(numeric - formula) < 1e-7
assert abs(C12) > 1e-3
print(f"k' = {k2} 1/bohr, L = {L} bohr: C(k,k') = {C12:.6f}")
print(f"  box overlap, quadrature = {numeric:.6f} bohr")
print(f"  box overlap, formula    = {formula:.6f} bohr")

# ---- the kernel -i P exp(iqL)/q acts as pi*delta(q) for large L
step = 0.01
q = (np.arange(-1000, 1000) + 0.5) * step   # symmetric about the pole
kernel = np.sum(-1j * np.exp(1j * q * 20.0) / q * np.exp(-(q - 0.3)**2)) * step
target = np.pi * np.exp(-0.3**2)
assert abs(kernel - target) < 1e-8
print(f"kernel on exp(-(q-0.3)^2), L = 20 bohr: {kernel.real:.6f}")
print(f"  pi times test function at q = 0:  {target:.6f}")

# ---- overlap in a box at equal energies: bounded, while norms grow
h = 1e-5
slope_C = (cross(k, k + h, REAL) - cross(k, k - h, REAL)) / (2 * h)
bound = abs(t) / k + abs(slope_C)
print(f"dC/dk' at k'=k: {slope_C:.6f} bohr; bound on overlap {bound:.4f} bohr")
for L in (50.0, 500.0):
    parts = box_parts(k, k, L, REAL)
    total = parts.sum()
    expected = (1j * (np.conj(t) * np.exp(-2j * k * L)
                      - tp * np.exp(2j * k * L)) / (2 * k) - 1j * slope_C)
    norm_phi = box_parts(k, k, L, REAL, (0, 0)).sum().real
    norm_chi = box_parts(k, k, L, REAL, (1, 1)).sum().real
    cosine = abs(total) / np.sqrt(norm_phi * norm_chi)
    assert abs(total - expected) < 1e-5
    assert abs(total) < bound + 1e-5
    assert abs(norm_phi / (2 * L) - 1) < 5 / L
    assert abs(norm_chi / (2 * L) - 1) < 5 / L
    print(f"equal energies, L = {L:.0f} bohr (overlaps in bohr):")
    print(f"  left lead  {parts[0]:.4f}")
    print(f"  barrier    {parts[1]:.4f}")
    print(f"  right lead {parts[2]:.4f}")
    print(f"  sum        {total:.4f}")
    print(f"  norms {norm_phi:.3f}, {norm_chi:.3f}; normalized {cosine:.2e}")

# ---- wave packets before, during and after the collision
k0, sigma = 1.0, 0.05
kg = np.linspace(0.5, 1.5, 251)
dk = kg[1] - kg[0]
x = np.linspace(-300, 300, 6001)
mid = 3000                                   # index of x = 0
phi, chi = waves(kg, x, REAL)


def gaussian(center, width):
    return ((2 * np.pi * width**2)**-0.25
            * np.exp(-(kg - center)**2 / (4 * width**2)))


def packet(amplitude, states, time):
    weight = amplitude * np.exp(-0.5j * kg**2 * time) * dk / np.sqrt(2 * np.pi)
    return weight @ states


def halves(u, v):
    product = np.conj(u) * v
    return (simpson(product[:mid + 1], x=x[:mid + 1]),
            simpson(product[mid:], x=x[mid:]))


f = gaussian(k0, sigma)
rg, tg, rpg, tpg = scattering(kg, REAL)
late_left = np.sum(f**2 * np.conj(rg) * tpg) * dk
late_right = np.sum(f**2 * np.conj(tg) * rpg) * dk
print(f"packets: mean k {k0}, width {sigma} 1/bohr; overlap on each side:")
for time in (-150.0, 0.0, 150.0):
    u, v = packet(f, phi, time), packet(f, chi, time)
    left, right = halves(u, v)
    assert abs(left + right) < 1e-6
    assert abs(sum(halves(u, u)) - 1) < 1e-6
    assert abs(sum(halves(v, v)) - 1) < 1e-6
    if time < 0:
        assert abs(left) < 1e-6 and abs(right) < 1e-6
    if time > 0:
        assert abs(left - late_left) < 1e-6
        assert abs(right - late_right) < 1e-6
        assert abs(left) > 0.05
    print(f"  time {time:.0f} a.u.: |left| {abs(left):.5f}, "
          f"|right| {abs(right):.5f}, |sum| {abs(left + right):.0e}")
print(f"  late left side from S:  {late_left:.5f}")
print(f"  late right side from S: {late_right:.5f}")

# ---- two unlike packets, one of them displaced
g = gaussian(1.1, 0.04) * np.exp(5j * kg)
left, right = halves(packet(f, phi, 0.0), packet(g, chi, 0.0))
assert abs(left + right) < 1e-6 and abs(left) > 1e-3
print(f"unlike packets: |left| {abs(left):.5f}, |sum| {abs(left + right):.0e}")

# ---- control: absorption spoils unitarity and the delta weight returns
C_abs = cross(k, k, ABSORBING)
source = (2 / k) * ABSORBING[0].imag * integrate(k, k, -EDGE, 0.0, ABSORBING)
L1, L2 = 10 * np.pi, 20 * np.pi              # equal phase of exp(2ikL)
growth = [(box_parts(k, k, L2, V).sum() - box_parts(k, k, L1, V).sum())
          / (L2 - L1) for V in (REAL, ABSORBING)]
assert abs(C_abs) > 1e-2
assert abs(C_abs - source) < 1e-7
assert abs(growth[0]) < 1e-7
assert abs(growth[1] - C_abs) < 1e-7
print(f"absorbing first layer, Im V = {ABSORBING[0].imag} hartree:")
print(f"  C(k,k) from S          = {C_abs:.6f}")
print(f"  C(k,k) from absorption = {source:.6f}")
print(f"  overlap growth per bohr of L = {growth[1]:.6f}")
print(f"  same growth, real barrier: magnitude {abs(growth[0]):.0e}")

print("all tests passed")
```

Output:

```
layer heights: 0.6, 0.3 hartree; each 2.0 bohr wide
k = 1.0 1/bohr, E = 0.5 hartree
r  = 0.089728+0.823025j
t  = -0.441747-0.345600j
r' = -0.820432+0.110962j
t' = -0.441747-0.345600j
R = 0.685421, T = 0.314579
conj(r) t' = -0.324074+0.332558j
conj(t) r' = 0.324074-0.332558j
|sum of the two| = 1.7e-16
|arg(r r'/(t t'))| / pi = 1.000000
k' = 1.1 1/bohr, L = 30.0 bohr: C(k,k') = -0.196130+0.257794j
  box overlap, quadrature = -3.354603-1.599036j bohr
  box overlap, formula    = -3.354603-1.599036j bohr
kernel on exp(-(q-0.3)^2), L = 20 bohr: 2.871199
  pi times test function at q = 0:  2.871199
dC/dk' at k'=k: -0.897233+2.745988j bohr; bound on overlap 3.4497 bohr
equal energies, L = 50 bohr (overlaps in bohr):
  left lead  -15.8728+16.2544j
  barrier    3.3062+0.8972j
  right lead 15.2383-16.2544j
  sum        2.6717+0.8972j
  norms 101.108, 104.716; normalized 2.74e-02
equal energies, L = 500 bohr (overlaps in bohr):
  left lead  -161.9490+165.6089j
  barrier    3.3062+0.8972j
  right lead 160.8292-165.6089j
  sum        2.1864+0.8972j
  norms 1000.981, 1003.589; normalized 2.36e-03
packets: mean k 1.0, width 0.05 1/bohr; overlap on each side:
  time -150 a.u.: |left| 0.00000, |right| 0.00000, |sum| 4e-17
  time 0 a.u.: |left| 0.19550, |right| 0.19550, |sum| 1e-07
  time 150 a.u.: |left| 0.44799, |right| 0.44799, |sum| 6e-17
  late left side from S:  -0.32224+0.31122j
  late right side from S: 0.32224-0.31122j
unlike packets: |left| 0.12997, |sum| 1e-07
absorbing first layer, Im V = -0.1 hartree:
  C(k,k) from S          = -0.131020-0.189726j
  C(k,k) from absorption = -0.131020-0.189726j
  overlap growth per bohr of L = -0.131020-0.189726j
  same growth, real barrier: magnitude 2e-16
all tests passed
```
